# The Kitaev chain near μ = 2t: Majorana equation and end mode: verification in Python

```python
"""
Kitaev chain near mu = 2t: continuum Majorana equation and its end mode.

H = -mu sum(c+_j c_j - 1/2) - t sum(c+_j c_{j+1} + h.c.)
    + Delta sum(c_j c_{j+1} + h.c.),   t, Delta > 0, hbar = 1.
Majorana operators: c_j = (a_j + i b_j)/2.  Site positions x_j = j*d.
Result under test: after removal of (-1)^j the slow fields obey
  d(alpha)/dtime =  m*beta  - v*beta'
  d(beta)/dtime  = -m*alpha - v*alpha',   m = 2t - mu,  v = 2*Delta*d,
and an end mode alpha ~ exp(-m x/v) exists near mu = 2t only for m > 0.
Energies are in eV and lengths in angstrom.
"""
import numpy as np
from scipy.constants import physical_constants, angstrom

t, delta, mu, d = 0.1, 0.04, 0.196, 5.0
mass = 2 * t - mu
v = 2 * delta * d
hartree = physical_constants["Hartree energy in eV"][0]
bohr = physical_constants["Bohr radius"][0] / angstrom


def majorana_matrix(n, mu_value):
    """Matrix M in H = (i/2) sum a_i M_ij b_j for an open chain."""
    return (-mu_value * np.eye(n) + (delta - t) * np.eye(n, k=1)
            - (delta + t) * np.eye(n, k=-1))


def bdg_matrix(n, mu_value, ring=False):
    """Bogoliubov-de Gennes matrix written from the fermion Hamiltonian."""
    shift = np.eye(n, k=1)
    if ring:
        shift[n - 1, 0] = 1.0
    h = -mu_value * np.eye(n) - t * (shift + shift.T)
    pair = delta * (shift.T - shift)
    return np.block([[h, pair], [-pair, -h]])


def positive_levels(n, mu_value, ring=False):
    return np.linalg.eigvalsh(bdg_matrix(n, mu_value, ring))[n:]


def decay_roots(mu_value):
    """Roots of the zero-energy recursion, larger modulus first."""
    roots = np.roots([t + delta, -mu_value, t - delta])
    return roots[np.argsort(-np.abs(roots))]


def end_envelope(n, mu_value):
    """Unnormalized envelope u_j on sites 1..n (real roots)."""
    slow, fast = decay_roots(mu_value).real
    j = np.arange(1, n + 1)
    return slow**j - fast**j


# Many-body operators on four sites: Majorana form and equations of motion
n_small = 4
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
c = []
for site in range(n_small):
    op = np.eye(1)
    for k in range(n_small):
        factor = parity if k < site else lower if k == site else np.eye(2)
        op = np.kron(op, factor)
    c.append(op)
identity = np.eye(2**n_small)
H = sum(-mu * (x.T @ x - identity / 2) for x in c)
for left, right in zip(c[:-1], c[1:]):
    hop, pairing = left.T @ right, left @ right
    H = H - t * (hop + hop.T) + delta * (pairing + pairing.T)
a = [x + x.T for x in c]
b = [-1j * (x - x.T) for x in c]
M = majorana_matrix(n_small, mu)
H_majorana = 0.5j * sum(M[i, j] * a[i] @ b[j]
                        for i in range(n_small) for j in range(n_small))
assert np.allclose(H, H_majorana, atol=1e-13)
for i in range(n_small):
    a_dot = 1j * (H @ a[i] - a[i] @ H)
    b_dot = 1j * (H @ b[i] - b[i] @ H)
    assert np.allclose(a_dot, sum(M[i, j] * b[j] for j in range(n_small)))
    assert np.allclose(b_dot, -sum(M[j, i] * a[j] for j in range(n_small)))

# Excitation energies are the singular values of M
singular = np.sort(np.linalg.svd(majorana_matrix(60, mu), compute_uv=False))
assert np.allclose(singular, positive_levels(60, mu), atol=1e-12)

# Continuum expansion, tested on a smooth staggered packet
n_packet, width = 800, 40 * d
x = d * np.arange(n_packet)
y = x - x.mean()
stagger = (-1.0) ** np.arange(n_packet)
packet = np.exp(-y**2 / (2 * width**2))
first = -y / width**2 * packet
second = (y**2 / width**4 - 1 / width**2) * packet
M = majorana_matrix(n_packet, mu)
alpha_dot = stagger * (M @ (stagger * packet))
beta_dot = -stagger * (M.T @ (stagger * packet))
curvature = t * d**2 * second
scale = np.max(np.abs(curvature))
inside = slice(1, -1)
error_a = alpha_dot - (mass * packet - v * first + curvature)
error_b = beta_dot - (-mass * packet - v * first - curvature)
# the next Taylor term is about half a percent of the curvature term here
assert np.max(np.abs(error_a[inside])) < 0.01 * scale
assert np.max(np.abs(error_b[inside])) < 0.01 * scale

# Relativistic dispersion: the error must halve when m and q are halved
ring_data = []
for n_ring, m_ring in ((200, mass), (400, mass / 2)):
    level = positive_levels(n_ring, 2 * t - m_ring, ring=True)[1]
    q = 2 * np.pi / (n_ring * d)
    ring_data.append((level, np.hypot(m_ring, v * q)))
ring_errors = [abs(lat / cont - 1) for lat, cont in ring_data]
assert ring_errors[0] < 0.03
assert 0.4 < ring_errors[1] / ring_errors[0] < 0.6

# Two decaying roots exist exactly for |mu| < 2t
for trial in np.linspace(-3 * t, 3 * t, 100):
    both_decay = np.all(np.abs(decay_roots(trial)) < 1)
    assert both_decay == (abs(trial) < 2 * t)

# End mode from diagonalization of the open chain
n_chain = 300
energies, vectors = np.linalg.eigh(bdg_matrix(n_chain, mu))
particle = vectors[:n_chain, n_chain]
hole = vectors[n_chain:, n_chain]
a_mode = particle + hole
b_mode = particle - hole
a_mode = a_mode / np.linalg.norm(a_mode)
b_mode = b_mode / np.linalg.norm(b_mode)
sites = np.arange(1, n_chain + 1)
envelope = end_envelope(n_chain, mu)
envelope = envelope / np.linalg.norm(envelope)
a_formula = (-1.0) ** sites * envelope
a_mode = a_mode * np.sign(a_mode @ a_formula)
# the far end changes the half-infinite mode by about exp(-16)
assert np.max(np.abs(a_mode - a_formula)) < 1e-5
assert np.max(np.abs(np.abs(b_mode[::-1]) - np.abs(a_mode))) < 1e-5

# Decay length: diagonalization, lattice root and continuum
slow_root, fast_root = decay_roots(mu).real
kappa_measured = np.log(abs(a_mode[39] / a_mode[79])) / (40 * d)
kappa_root = -np.log(slow_root) / d
assert abs(kappa_measured / kappa_root - 1) < 1e-5
xi = v / mass
correction = t * mass / (4 * delta**2)
tiny_mass = mass / 100
tiny_kappa = -np.log(decay_roots(2 * t - tiny_mass)[0].real) / d
tiny_shift = tiny_kappa * v / tiny_mass - 1
assert abs(tiny_shift / (t * tiny_mass / (4 * delta**2)) - 1) < 0.01
fast_limit = (t - delta) / (t + delta)
assert abs(decay_roots(2 * t - tiny_mass)[1].real - fast_limit) < 1e-3


def continuum_overlap(envelope_values, m_value):
    j = np.arange(1, len(envelope_values) + 1)
    wave = np.exp(-m_value * j * d / v)
    norms = np.linalg.norm(wave) * np.linalg.norm(envelope_values)
    return abs(wave @ envelope_values) / norms


overlap = continuum_overlap((-1.0) ** sites * a_mode, mass)
near_envelope = end_envelope(2000, 2 * t - mass / 4)
overlap_near = continuum_overlap(near_envelope, mass / 4)
assert overlap > 0.97
assert 1 - overlap_near < 0.5 * (1 - overlap)

# Residual energy of finite chains lies below the last-site bound
splittings = []
for n in (100, 200, 300):
    lowest = positive_levels(n, mu)[0]
    u = end_envelope(n + 1, mu)
    bound = (t + delta) * abs(u[-1]) / np.linalg.norm(u[:-1])
    assert 0 < lowest < bound
    splittings.append((n, lowest, bound))
first_excited = energies[n_chain + 1]
assert first_excited > 0.99 * mass

# Opposite detuning: no level inside the gap
trivial_lowest = positive_levels(n_chain, 2 * t + mass)[0]
assert trivial_lowest > 0.99 * mass

print(f"hopping t = {t:.3f} eV")
print(f"pairing Delta = {delta:.3f} eV")
print(f"chemical potential mu = {mu:.3f} eV")
print(f"lattice spacing d = {d:.1f} angstrom")
print(f"mass energy m = {mass:.4f} eV = {mass / hartree:.4e} hartree")
print(f"velocity parameter v = {v:.3f} eV angstrom")
print(f"validity ratio m/(2 Delta) = {mass / (2 * delta):.4f}")
print(f"validity ratio t m/(4 Delta^2) = {correction:.4f}")
print(f"continuum decay length v/m = {xi:.2f} angstrom = {xi / bohr:.2f} bohr")
print(f"slow root lambda_plus = {slow_root:.5f}")
print(f"fast root lambda_minus = {fast_root:.5f}")
print(f"fast root at the transition = {fast_limit:.5f}")
print(f"decay length from slow root = {1 / kappa_root:.2f} angstrom")
print(f"decay length from diagonalization = {1 / kappa_measured:.2f} angstrom")
print(f"ratio kappa/(m/v) from slow root = {kappa_root * xi:.4f}")
print(f"boundary-layer length = {-d / np.log(fast_root):.2f} angstrom")
for j in (1, 2, 5, 20, 40):
    smooth = np.sqrt(2 * mass * d / v) * np.exp(-mass * j * d / v)
    print(f"site {j}: chain amplitude {a_mode[j - 1]:+.4f}, "
          f"continuum magnitude {smooth:.4f}")
print(f"overlap of chain and continuum envelopes = {overlap:.4f}")
print(f"same overlap at one quarter of the mass = {overlap_near:.4f}")
for n, lowest, bound in splittings:
    print(f"N = {n}: end-mode energy {lowest:.3e} eV, bound {bound:.3e} eV")
print(f"next level, N = {n_chain}: {first_excited:.6f} eV")
print(f"lowest level at mu = {2 * t + mass:.3f} eV, N = {n_chain}: "
      f"{trivial_lowest:.6f} eV")
for (lat, cont), n in zip(ring_data, (200, 400)):
    print(f"ring N = {n}: lattice {lat:.6f} eV, continuum {cont:.6f} eV")
print(f"ring relative errors = {ring_errors[0]:.5f}, {ring_errors[1]:.5f}")
print("verified")
```

Printed output:

```
hopping t = 0.100 eV
pairing Delta = 0.040 eV
chemical potential mu = 0.196 eV
lattice spacing d = 5.0 angstrom
mass energy m = 0.0040 eV = 1.4700e-04 hartree
velocity parameter v = 0.400 eV angstrom
validity ratio m/(2 Delta) = 0.0500
validity ratio t m/(4 Delta^2) = 0.0625
continuum decay length v/m = 100.00 angstrom = 188.97 bohr
slow root lambda_plus = 0.94785
fast root lambda_minus = 0.45215
fast root at the transition = 0.42857
decay length from slow root = 93.35 angstrom
decay length from diagonalization = 93.35 angstrom
ratio kappa/(m/v) from slow root = 1.0712
boundary-layer length = 6.30 angstrom
site 1: chain amplitude -0.1798, continuum magnitude 0.3008
site 2: chain amplitude +0.2517, continuum magnitude 0.2861
site 5: chain amplitude -0.2706, continuum magnitude 0.2463
site 20: chain amplitude +0.1243, continuum magnitude 0.1163
site 40: chain amplitude +0.0426, continuum magnitude 0.0428
overlap of chain and continuum envelopes = 0.9893
same overlap at one quarter of the mass = 0.9972
N = 100: end-mode energy 4.085e-05 eV, bound 2.271e-04 eV
N = 200: end-mode energy 1.927e-07 eV, bound 1.072e-06 eV
N = 300: end-mode energy 9.095e-10 eV, bound 5.059e-09 eV
next level, N = 300: 0.004087 eV
lowest level at mu = 0.204 eV, N = 300: 0.004086 eV
ring N = 200: lattice 0.004641 eV, continuum 0.004724 eV
ring N = 400: lattice 0.002341 eV, continuum 0.002362 eV
ring relative errors = 0.01767, 0.00884
verified
```
